# Why an insulator's long-wave dielectric response stays bounded: verification in Python

```python
"""Long-wavelength dielectric response of an insulator (Hartree atomic units).

Result under test: for independent electrons in a LOCAL potential with gap Eg,
    0 <= -chi0(q) <= n q^2 / Eg^2,   eps_00(q) = 1 - (4 pi/q^2) chi0(q)
                                             <= 1 + 4 pi n / Eg^2.
The largest eigenvalue of the full dielectric matrix obeys the weaker bound
1 + 4 pi n_max / Eg^2, and may exceed the bound made with the mean density n.

Model: simple cubic crystal, lattice constant A, two electrons per cell,
potential -depth*[cos(Gx)+cos(Gy)+cos(Gz)], G = 2 pi/A. States are products
of one-dimensional Bloch states; the lowest product band is filled.
P denotes -chi0 per volume, and q points along x.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import toeplitz

A = 6.0
G = 2 * np.pi / A
DEPTH, DEEP = 0.3, 3.0
MAXPW = 8
NPW = 2 * MAXPW + 1
DENSITY = 2 / A**3
FOURPI = 4 * np.pi
EV = physical_constants["Hartree energy in eV"][0]


def bands(depth, k):
    """One-dimensional Bloch energies and real plane-wave coefficients."""
    kinetic = np.diag((k + G * np.arange(-MAXPW, MAXPW + 1))**2 / 2)
    hop = np.eye(NPW, k=1) + np.eye(NPW, k=-1)
    return np.linalg.eigh(kinetic - depth / 2 * hop)


def mesh(nk, offset=0.5):
    return G * (np.arange(nk) - nk // 2 + offset) / nk


def transitions(depth, k, q, mmax):
    """Energies and elements <m,k+q|exp(i(q+gG)x)|valence,k>, |g|<=mmax."""
    e_from, c_from = bands(depth, k)
    e_to, c_to = bands(depth, k + q)
    elements = np.array([c_to.T @ np.eye(NPW, k=-g) @ c_from[:, 0]
                         for g in range(-mmax, mmax + 1)])
    return e_to - e_from[0], elements


def response_x(depth, q, mmax=0, power=-1, nk=48, offset=0.5, scissor=0.0):
    """Spectral moment matrix for potentials that vary along x only."""
    total = 0
    for k in mesh(nk, offset):
        omega, m = transitions(depth, k, q, mmax)
        m = m[:, 1:]
        total = total + (m * (omega[1:] + scissor)**power) @ m.T
    return 4 * total / (A**3 * nk)


def head(depth, q, **options):
    return 1 + FOURPI * response_x(depth, q, **options)[0, 0] / q**2


def gaps(depth):
    """Fundamental and minimum direct gap of the three-dimensional crystal."""
    e = np.array([bands(depth, k)[0][:2] for k in np.linspace(0, G / 2, 101)])
    low, high = e[:, 0], e[:, 1]
    fundamental = high.min() + 2 * low.min() - 3 * low.max()
    return fundamental, (high - low).min()


def peak_density(depth):
    line = np.mean([bands(depth, k)[1][:, 0].sum()**2 for k in mesh(48)]) / A
    return 2 * line**3


def dielectric_3d(depth, q, mmax, nbands, nx, nt):
    """Symmetrized dielectric matrix with local fields in all directions."""
    xs = [transitions(depth, k, q, mmax) for k in mesh(nx)]
    ts = [transitions(depth, k, 0.0, mmax) for k in mesh(nt)]
    size = (2 * mmax + 1)**3
    p = np.zeros((size, size))
    for ex, mx in xs:
        for ey, my in ts:
            for ez, mz in ts:
                m = np.einsum("ai,bj,ck->abcijk", mx[:, :nbands],
                              my[:, :nbands], mz[:, :nbands])
                m = m.reshape(size, nbands**3)[:, 1:]
                w = (ex[:nbands, None, None] + ey[None, :nbands, None]
                     + ez[None, None, :nbands]).ravel()[1:]
                p += (m / w) @ m.T
    p *= 4 / (A**3 * nx * nt**2)
    g = np.arange(-mmax, mmax + 1)
    gx, gy, gz = [v.ravel() for v in np.meshgrid(g, g, g, indexing="ij")]
    length = np.sqrt((q + G * gx)**2 + (G * gy)**2 + (G * gz)**2)
    eps = np.eye(size) + FOURPI * p / np.outer(length, length)
    shell = np.maximum(np.maximum(abs(gx), abs(gy)), abs(gz))
    return eps, shell


def summarize(eps):
    center = len(eps) // 2
    macroscopic = 1 / np.linalg.inv(eps)[center, center]
    return eps[center, center], macroscopic, np.linalg.eigvalsh(eps)[-1]


# Gap, density and the limiting q^2 coefficient from momentum matrix elements.
gap, direct = gaps(DEPTH)
assert gap > 0 and direct > gap
bound = 1 + FOURPI * DENSITY / gap**2
direct_bound = 1 + FOURPI * DENSITY / direct**2
coefficient = 0.0
for k in mesh(48):
    e, c = bands(DEPTH, k)
    momentum = c[:, 1:].T @ ((k + G * np.arange(-MAXPW, MAXPW + 1)) * c[:, 0])
    coefficient += np.sum(momentum**2 / (e[1:] - e[0])**3)
coefficient *= 4 / (A**3 * 48)
q_small = 1e-3
small_ratio = response_x(DEPTH, q_small)[0, 0] / q_small**2
assert abs(small_ratio / coefficient - 1) < 1e-4
eps_limit = 1 + FOURPI * coefficient
assert 1 < eps_limit <= direct_bound <= bound

# The f-sum rule at a finite wavevector, and the bound at many wavevectors.
q_sum = 0.4
sum_rule = response_x(DEPTH, q_sum, power=1)[0, 0] / (DENSITY * q_sum**2)
assert abs(sum_rule - 1) < 1e-6
scan = [head(DEPTH, q) for q in np.linspace(0.02, 3.0, 50)]
assert min(scan) >= 1 and max(scan) <= bound

# Direct density response of a supercell, by central finite differences.
CELLS = 5
KMAX = MAXPW * CELLS
waves = 2 * np.pi / (CELLS * A) * np.arange(2 * KMAX + 1)
kinetic_super = np.diag((waves - waves[KMAX])**2 / 2)


def supercell_density(extra):
    """Fourier coefficients of the laterally averaged density."""
    potential = np.array(extra, dtype=float)
    potential[CELLS] -= DEPTH / 2
    vectors = np.linalg.eigh(kinetic_super + toeplitz(potential))[1]
    matrix = vectors[:, :CELLS] @ vectors[:, :CELLS].T
    sums = [np.trace(matrix, offset=-j) for j in range(len(waves))]
    return 2 * np.array(sums) / (A**3 * CELLS)


push = np.zeros(len(waves))
push[1] = 1e-4
p_difference = -(supercell_density(push) - supercell_density(-push))[1] / 2e-4
p_states = response_x(DEPTH, waves[1], nk=CELLS, offset=0.0)[0, 0]
assert abs(p_difference / p_states - 1) < 1e-4

# Nonlinear self-consistency loop with laterally averaged Hartree potential.
lambda_loop = 0.0
for j in range(1, CELLS // 2 + 1):
    p = response_x(DEPTH, waves[j], mmax=6, nk=CELLS, offset=0.0)
    length = abs(waves[j] + G * np.arange(-6, 7))
    eps_x = np.eye(13) + FOURPI * p / np.outer(length, length)
    lambda_loop = max(lambda_loop, np.linalg.eigvalsh(eps_x)[-1])
reference = supercell_density(np.zeros(len(waves)))


def error_factor(alpha, steps=60):
    """Late ratio of successive density errors under linear mixing."""
    error = np.zeros(len(waves))
    error[1:2 * CELLS] = 1e-8
    for _ in range(steps):
        hartree = np.zeros(len(waves))
        hartree[1:] = FOURPI * error[1:] / waves[1:]**2
        previous = np.linalg.norm(error)
        output = supercell_density(hartree) - reference
        output[0] = 0.0
        error = error + alpha * (output - error)
    return np.linalg.norm(error) / previous


alpha_critical = 2 / lambda_loop
factor_below = error_factor(0.95 * alpha_critical)
factor_above = error_factor(1.05 * alpha_critical)
assert abs(factor_below - 0.9) < 0.01
assert abs(factor_above - 1.1) < 0.01

# Full dielectric matrix, with a check on the number of local-field waves.
q_matrix = 0.01 * G
eps, shell = dielectric_3d(DEPTH, q_matrix, 3, 7, 12, 4)
head_3d, macro, largest = summarize(eps)
keep = shell <= 2
_, macro_small, largest_small = summarize(eps[np.ix_(keep, keep)])
assert abs(head_3d - head(DEPTH, q_matrix)) < 1e-3
assert abs(macro - macro_small) < 0.01
assert abs(largest - largest_small) < 0.02
n_peak = peak_density(DEPTH)
peak_bound = 1 + FOURPI * n_peak / gap**2
assert 1 < macro <= head_3d <= largest <= peak_bound
assert head_3d <= bound

# Compact atoms: the largest eigenvalue beats the mean-density bound.
gap_deep, _ = gaps(DEEP)
bound_deep = 1 + FOURPI * DENSITY / gap_deep**2
eps_deep, _ = dielectric_3d(DEEP, q_matrix, 3, 7, 4, 2)
_, _, largest_deep = summarize(eps_deep)
head_deep = head(DEEP, q_matrix)
n_peak_deep = peak_density(DEEP)
peak_bound_deep = 1 + FOURPI * n_peak_deep / gap_deep**2
assert head_deep <= bound_deep < largest_deep <= peak_bound_deep

# A scissor shift is nonlocal: sum rule and local-potential bound both fail.
SHIFT = 0.5
head_scissor = head(DEEP, q_matrix, scissor=SHIFT)
bound_scissor = 1 + FOURPI * DENSITY / (gap_deep + SHIFT)**2
sum_scissor = response_x(DEEP, q_matrix, power=1, scissor=SHIFT)[0, 0]
sum_scissor /= DENSITY * q_matrix**2
assert sum_scissor > 1.01 and head_scissor > bound_scissor

# Electron gas of equal density: the response stays finite as q vanishes.
k_fermi = (3 * np.pi**2 * DENSITY)**(1 / 3)


def gas_response(q):
    integral = quad(lambda k: k_fermi**2 - k**2, -k_fermi, k_fermi,
                    weight="cauchy", wvar=-q / 2)[0]
    return integral / (2 * np.pi**2 * q)


assert abs(gas_response(0.01) / (k_fermi / np.pi**2) - 1) < 1e-3
rows = []
for cells in (5, 10, 20):
    q = G / cells
    rows.append((cells, q, head(DEPTH, q), 1 + FOURPI * gas_response(q) / q**2))
assert abs((rows[2][3] - 1) / (rows[1][3] - 1) - 4) < 0.05
assert all(row[2] <= bound for row in rows)

print(f"lattice constant: {A:.1f} bohr")
print(f"potential depth V0, moderate crystal: {DEPTH:.1f} hartree")
print(f"mean density n: {DENSITY:.6f} bohr^-3")
print(f"4 pi n: {FOURPI * DENSITY:.5f} hartree^2")
print(f"fundamental gap: {gap:.5f} hartree = {gap * EV:.3f} eV")
print(f"minimum direct gap: {direct:.5f} hartree")
print(f"limit of -chi0/q^2: {coefficient:.6f} hartree^-1 bohr^-1")
print(f"-chi0/q^2 at q = {q_small:.3f} bohr^-1: {small_ratio:.6f} same unit")
print(f"eps_00 as q -> 0: {eps_limit:.4f} (dimensionless)")
print(f"bound with direct gap: {direct_bound:.4f} (dimensionless)")
print(f"bound with fundamental gap: {bound:.4f} (dimensionless)")
print(f"f-sum / (n q^2) at q = {q_sum:.1f} bohr^-1: {sum_rule:.8f}")
print(f"largest eps_00 in q scan 0.02 to 3 bohr^-1: {max(scan):.4f}")
print(f"supercell length: {CELLS} lattice constants")
print(f"supercell -chi0, finite difference: {p_difference:.7f} hartree^-1 bohr^-3")
print(f"supercell -chi0, sum over states: {p_states:.7f} hartree^-1 bohr^-3")
print(f"q for full matrix: {q_matrix:.5f} bohr^-1")
print(f"eps_00 in full matrix: {head_3d:.3f} (dimensionless)")
print(f"eps_M with local fields: {macro:.3f} (dimensionless)")
print(f"largest matrix eigenvalue: {largest:.2f} (dimensionless)")
print(f"peak density: {n_peak:.5f} bohr^-3")
print(f"bound with peak density: {peak_bound:.2f} (dimensionless)")
print(f"deep crystal V0: {DEEP:.1f} hartree")
print(f"deep crystal gap: {gap_deep:.4f} hartree")
print(f"deep crystal eps_00: {head_deep:.5f} (dimensionless)")
print(f"deep crystal mean-density bound: {bound_deep:.5f} (dimensionless)")
print(f"deep crystal largest eigenvalue, at least: {largest_deep:.2f}")
print(f"deep crystal peak density: {n_peak_deep:.4f} bohr^-3")
print(f"deep crystal peak-density bound: {peak_bound_deep:.2f}")
print(f"scissor shift in deep crystal: {SHIFT:.1f} hartree")
print(f"scissor f-sum / (n q^2): {sum_scissor:.4f} (dimensionless)")
print(f"scissor eps_00: {head_scissor:.5f} (dimensionless)")
print(f"scissor local-potential bound: {bound_scissor:.5f} (dimensionless)")
print(f"electron gas k_F: {k_fermi:.5f} bohr^-1")
print(f"electron gas k_F/pi^2: {k_fermi / np.pi**2:.5f} hartree^-1 bohr^-3")
for cells, q, insulator, metal in rows:
    print(f"length {cells} A, q = {q:.5f} bohr^-1: "
          f"insulator eps_00 {insulator:.4f}, gas eps {metal:.2f}")
print(f"loop largest eigenvalue: {lambda_loop:.4f} (dimensionless)")
print(f"loop critical mixing alpha: {alpha_critical:.4f} (dimensionless)")
print(f"error factor at 0.95 critical alpha: {factor_below:.4f}")
print(f"error factor at 1.05 critical alpha: {factor_above:.4f}")
print("done: every assertion held")
```

It prints:

```
lattice constant: 6.0 bohr
potential depth V0, moderate crystal: 0.3 hartree
mean density n: 0.009259 bohr^-3
4 pi n: 0.11636 hartree^2
fundamental gap: 0.20905 hartree = 5.689 eV
minimum direct gap: 0.29452 hartree
limit of -chi0/q^2: 0.074704 hartree^-1 bohr^-1
-chi0/q^2 at q = 0.001 bohr^-1: 0.074704 same unit
eps_00 as q -> 0: 1.9388 (dimensionless)
bound with direct gap: 2.3414 (dimensionless)
bound with fundamental gap: 3.6624 (dimensionless)
f-sum / (n q^2) at q = 0.4 bohr^-1: 1.00000000
largest eps_00 in q scan 0.02 to 3 bohr^-1: 1.9378
supercell length: 5 lattice constants
supercell -chi0, finite difference: 0.0029585 hartree^-1 bohr^-3
supercell -chi0, sum over states: 0.0029585 hartree^-1 bohr^-3
q for full matrix: 0.01047 bohr^-1
eps_00 in full matrix: 1.939 (dimensionless)
eps_M with local fields: 1.684 (dimensionless)
largest matrix eigenvalue: 2.46 (dimensionless)
peak density: 0.10577 bohr^-3
bound with peak density: 31.41 (dimensionless)
deep crystal V0: 3.0 hartree
deep crystal gap: 1.6626 hartree
deep crystal eps_00: 1.04200 (dimensionless)
deep crystal mean-density bound: 1.04209 (dimensionless)
deep crystal largest eigenvalue, at least: 1.46
deep crystal peak density: 0.7993 bohr^-3
deep crystal peak-density bound: 4.63
scissor shift in deep crystal: 0.5 hartree
scissor f-sum / (n q^2): 1.3003 (dimensionless)
scissor eps_00: 1.03229 (dimensionless)
scissor local-potential bound: 1.02488 (dimensionless)
electron gas k_F: 0.64963 bohr^-1
electron gas k_F/pi^2: 0.06582 hartree^-1 bohr^-3
length 5 A, q = 0.20944 bohr^-1: insulator eps_00 1.8459, gas eps 19.69
length 10 A, q = 0.10472 bohr^-1: insulator eps_00 1.9134, gas eps 76.26
length 20 A, q = 0.05236 bohr^-1: insulator eps_00 1.9323, gas eps 302.54
loop largest eigenvalue: 2.1594 (dimensionless)
loop critical mixing alpha: 0.9262 (dimensionless)
error factor at 0.95 critical alpha: 0.9000
error factor at 1.05 critical alpha: 1.1000
done: every assertion held
```
